# How Often a Rough Resist Line Falls Below a Pinch Width: test program

```python
# Result under test: a stationary Gaussian line width with standard deviation s
# and slope deviation q crosses the level (mean - u*s) downward at the mean rate
#     nu = q / (2 pi s) * exp(-u^2 / 2)     per unit length.
# Lengths are in nm; slope is nm per nm. The Gaussian-correlation example uses
# R(x) = s^2 exp(-x^2 / (2 L^2)), for which L = s / q.
import numpy as np
from scipy import fft
from scipy.constants import nano
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc
from scipy.stats import norm

mean_width, s, q, u = 16.0, 1.0, 0.1, 5.0
L = s / q


def crossing_rate(level, width_sd=s, slope_sd=q):
    """Mean downward crossings per nm; level is in units of width_sd."""
    return slope_sd / (2 * np.pi * width_sd) * np.exp(-level**2 / 2)


def sampled_rate(level, step):
    """Probability of above-then-below at two points, divided by their spacing."""
    rho = np.exp(-step**2 / (2 * L**2))
    spread = np.sqrt(-np.expm1(-step**2 / L**2))

    def integrand(t):
        first = -level + spread * t
        second = (-level - rho * first) / spread
        return spread * norm.pdf(first) * norm.cdf(second)

    return quad(integrand, 0, 14, epsabs=0, epsrel=1e-9, limit=200)[0] / step


nu = crossing_rate(u)
per_metre = nu / nano

# Direct two-point probability at the five-sigma level.
small_step = 0.1
two_point = sampled_rate(u, small_step)
assert abs(two_point / nu - 1) < 5e-4  # finite-step bias is of order 1e-4

# Density and half-flux factors, the latter by quadrature.
density = norm.pdf(-u * s, scale=s)
half_flux = quad(lambda v: -v * norm.pdf(v, scale=q), -12 * q, 0)[0]
assert abs(density * half_flux / nu - 1) < 1e-7

# Skewed width: a*s*(g - c*(g^2 - 1)), with g a standard Gaussian process.


def skewness(c):
    return -(6 * c + 8 * c**3) / (1 + 2 * c**2)**1.5


def skew_rate(level, c):
    a = 1 / np.sqrt(1 + 2 * c**2)
    g_level = (1 - np.sqrt(1 + 4 * c * (c + level / a))) / (2 * c)
    g_slope = q / (s * a * np.sqrt(1 + 4 * c**2))
    return crossing_rate(-g_level, 1.0, g_slope)


skew_target = -0.1
c_neg = brentq(lambda c: skewness(c) - skew_target, 0.001, 0.1)
nodes, weights = np.polynomial.hermite_e.hermegauss(20)
weights = weights / weights.sum()
sample = nodes - c_neg * (nodes**2 - 1)
numeric_skew = (weights @ sample**3) / (weights @ sample**2)**1.5
assert abs(numeric_skew - skew_target) < 1e-9

# Simulation: independent left and right edges, each with variance s^2/2.
rng = np.random.default_rng(20)
n, blocks, segments, dx = 2**20, 20, 64, 1.0
k = 2 * np.pi * fft.fftfreq(n, dx)
edge_spectrum = 0.5 * s**2 * np.sqrt(2 * np.pi) * L * np.exp(-(k * L)**2 / 2)
amplitude = np.sqrt(edge_spectrum / (n * dx))
levels = (1, 2, 3, 4)
counts = {level: 0 for level in levels}
segment_counts = []
below_three = skew_count = slope_number = 0
slope_square = width_square = 0.0
a_neg = 1 / np.sqrt(1 + 2 * c_neg**2)
for _ in range(blocks):
    noise = rng.standard_normal(n) + 1j * rng.standard_normal(n)
    edges = fft.fft(amplitude * noise)
    deviation = edges.real - edges.imag
    width_square += np.mean(deviation**2) / blocks
    for level in levels:
        below = deviation < -level * s
        starts = ~below & np.roll(below, -1)
        counts[level] += int(starts.sum())
        if level == 3:
            below_three += int(below.sum())
            segment_counts.extend(starts.reshape(segments, -1).sum(axis=1))
    near = np.flatnonzero(np.abs(deviation + 2 * s) < 0.05 * s)
    slope = (deviation[(near + 1) % n] - deviation[near - 1]) / (2 * dx)
    slope_square += np.sum(slope**2)
    slope_number += slope.size
    g = deviation / s
    below = a_neg * (g - c_neg * (g**2 - 1)) < -3
    skew_count += int((~below & np.roll(below, -1)).sum())

length = n * blocks * dx
expected = {level: crossing_rate(level) * length for level in levels}
for level in levels:
    # Four counting errors plus one percent for the finite grid.
    tolerance = 4 * np.sqrt(expected[level]) + 0.01 * expected[level]
    assert abs(counts[level] - expected[level]) < tolerance
width_sd_sim = np.sqrt(width_square)
slope_sd_sim = np.sqrt(slope_square / slope_number)
assert abs(width_sd_sim / s - 1) < 0.005
assert abs(slope_sd_sim / q - 1) < 0.03
skew_expected = skew_rate(3, c_neg) * length
assert abs(skew_count - skew_expected) < (
    4 * np.sqrt(skew_expected) + 0.01 * skew_expected)
pinch_three_sim = below_three * dx / counts[3]
pinch_three = norm.cdf(-3) / crossing_rate(3)
assert abs(pinch_three_sim / pinch_three - 1) < 0.08
segment_counts = np.array(segment_counts)
fano = segment_counts.var(ddof=1) / segment_counts.mean()
empty_sim = np.mean(segment_counts == 0)
empty_poisson = np.exp(-crossing_rate(3) * n * dx / segments)
assert abs(fano - 1) < 0.2
assert abs(empty_sim - empty_poisson) < 0.03

# Slow Gaussian variation of the local mean width.
m = 0.3
total_sd = np.hypot(s, m)
drift_rate = q / (2 * np.pi * total_sd) * np.exp(-(u * s / total_sd)**2 / 2)
drift_quad = quad(lambda z: norm.pdf(z, scale=m) * crossing_rate(u + z / s),
                  -10 * m, 10 * m, epsabs=0, epsrel=1e-9)[0]
assert abs(drift_quad / drift_rate - 1) < 1e-6

# Exponential correlation smoothed by a Gaussian kernel of deviation b.
xi = 20.0
smooth_results = []
for b in (1.0, 2.0, 4.0):
    def spectrum(z):
        return np.exp(-(z * b)**2) / (1 + (z * xi)**2)
    m0 = quad(spectrum, 0, 10 / b, epsabs=0, epsrel=1e-9, limit=200)[0]
    m2 = quad(lambda z: z**2 * spectrum(z), 0, 10 / b,
              epsabs=0, epsrel=1e-9, limit=200)[0]
    m0_formula = np.pi / (2 * xi) * np.exp((b / xi)**2) * erfc(b / xi)
    m2_formula = (np.sqrt(np.pi) / (2 * b) - m0_formula) / xi**2
    assert abs(m0 / m0_formula - 1) < 1e-7
    assert abs(m2 / m2_formula - 1) < 1e-7
    slope_b = s * np.sqrt(m2 / m0)
    smooth_results.append((b, slope_b, crossing_rate(u, s, slope_b) / nano))

pixel_rates = [(step, sampled_rate(u, step) / nano) for step in (1.0, 5.0)]
assert pixel_rates[1][1] < pixel_rates[0][1] < per_metre
wide_s = 1.1 * s
wide_rate = crossing_rate(u * s / wide_s, wide_s, 1.1 * q) / nano

print(f"mean width: {mean_width:.1f} nm")
print(f"width deviation s: {s:.1f} nm")
print(f"slope deviation q: {q:.2f} nm/nm")
print(f"threshold depth u: {u:.1f} standard deviations")
print(f"pinch threshold width: {mean_width - u * s:.1f} nm")
print(f"Gaussian correlation length L: {L:.1f} nm")
print(f"exp(-u^2/2): {np.exp(-u**2 / 2):.4e} (no unit)")
print(f"width density at threshold: {density:.4e} per nm")
print(f"downward half-flux integral: {half_flux:.5f} nm/nm")
print(f"crossing rate: {nu:.4e} per nm")
print(f"crossing rate: {per_metre:.2f} per metre")
print(f"two-point rate, step {small_step} nm: {two_point / nano:.2f} per metre")
print(f"mean spacing of pinches: {1e3 / per_metre:.2f} mm")
print(f"fraction of line below threshold: {norm.cdf(-u):.4e} (no unit)")
print(f"mean pinch length: {norm.cdf(-u) / nu:.2f} nm")
print(f"Poisson scatter in one metre: {np.sqrt(per_metre):.1f} crossings")
print(f"chance of a pinch in 1 mm: {100 * -np.expm1(-nu * 1e6):.2f} percent")
print(f"simulated line length: {length * nano * 1e3:.2f} mm")
for level in levels:
    print(f"level {level} sigma: simulated {counts[level]}, "
          f"formula {expected[level]:.1f} crossings")
print(f"simulated width deviation: {width_sd_sim:.4f} nm")
print(f"simulated slope deviation near -2 sigma: {slope_sd_sim:.4f} nm/nm")
print(f"3-sigma pinch length, simulated: {pinch_three_sim:.2f} nm")
print(f"3-sigma pinch length, formula: {pinch_three:.2f} nm")
print(f"3-sigma count variance/mean: {fano:.3f} (no unit)")
print(f"3-sigma empty segments, simulated: {empty_sim:.4f} (fraction)")
print(f"3-sigma empty segments, Poisson: {empty_poisson:.4f} (fraction)")
print(f"3-sigma skewed width: simulated {skew_count}, "
      f"formula {skew_expected:.1f} crossings")
print(f"rate with s = {wide_s:.1f} nm, same q/s: {wide_rate:.1f} per metre")
print(f"rate with mean-width variation {m} nm: {drift_rate / nano:.1f} per metre")
print(f"skew model coefficient |c|: {c_neg:.5f} (no unit)")
for c in (c_neg, -c_neg):
    print(f"rate with skewness {skewness(c):+.2f}: "
          f"{skew_rate(u, c) / nano:.2f} per metre")
print(f"exponential correlation length: {xi:.1f} nm")
for b, slope_b, rate_b in smooth_results:
    print(f"smoothing {b:.0f} nm: slope deviation {slope_b:.4f} nm/nm, "
          f"rate {rate_b:.1f} per metre")
for step, rate in pixel_rates:
    print(f"rate seen with {step:.0f} nm pixels: {rate:.2f} per metre")
print("every check passed")
```

Running it gives:

```
mean width: 16.0 nm
width deviation s: 1.0 nm
slope deviation q: 0.10 nm/nm
threshold depth u: 5.0 standard deviations
pinch threshold width: 11.0 nm
Gaussian correlation length L: 10.0 nm
exp(-u^2/2): 3.7267e-06 (no unit)
width density at threshold: 1.4867e-06 per nm
downward half-flux integral: 0.03989 nm/nm
crossing rate: 5.9312e-08 per nm
crossing rate: 59.31 per metre
two-point rate, step 0.1 nm: 59.30 per metre
mean spacing of pinches: 16.86 mm
fraction of line below threshold: 2.8665e-07 (no unit)
mean pinch length: 4.83 nm
Poisson scatter in one metre: 7.7 crossings
chance of a pinch in 1 mm: 5.76 percent
simulated line length: 20.97 mm
level 1 sigma: simulated 202172, formula 202443.0 crossings
level 2 sigma: simulated 45217, formula 45171.1 crossings
level 3 sigma: simulated 3749, formula 3707.9 crossings
level 4 sigma: simulated 111, formula 112.0 crossings
simulated width deviation: 0.9999 nm
simulated slope deviation near -2 sigma: 0.0999 nm/nm
3-sigma pinch length, simulated: 7.76 nm
3-sigma pinch length, formula: 7.63 nm
3-sigma count variance/mean: 1.070 (no unit)
3-sigma empty segments, simulated: 0.0617 (fraction)
3-sigma empty segments, Poisson: 0.0552 (fraction)
3-sigma skewed width: simulated 5344, formula 5286.0 crossings
rate with s = 1.1 nm, same q/s: 519.2 per metre
rate with mean-width variation 0.3 nm: 159.5 per metre
skew model coefficient |c|: 0.01667 (no unit)
rate with skewness -0.10: 311.37 per metre
rate with skewness +0.10: 4.62 per metre
exponential correlation length: 20.0 nm
smoothing 1 nm: slope deviation 0.1653 nm/nm, rate 98.0 per metre
smoothing 2 nm: slope deviation 0.1150 nm/nm, rate 68.2 per metre
smoothing 4 nm: slope deviation 0.0788 nm/nm, rate 46.8 per metre
rate seen with 1 nm pixels: 58.65 per metre
rate seen with 5 nm pixels: 46.12 per metre
every check passed
```
